# Poisson's equation in a periodic cell: net charge and neutralising background, part 2

The problem is to find the electrostatic potential $\phi$ of a charge density $\rho$ that repeats from cell to cell, when the cell may carry a net charge. Units are Hartree atomic units, with lengths in bohr and charges in units of the elementary charge $e$. Poisson's equation reads

$$
\nabla^2\phi=-4\pi\rho ,
$$

with $\rho$ counted positive for positive charge and electric field $\mathbf E=-\nabla\phi$.

The cell has volume $V$, net charge $q=\int_{\rm cell}\rho\,d^3r$ and lattice vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$, which need not be perpendicular or of equal length. Its surface consists of three pairs of parallel faces; pair $i$ is separated by $\mathbf a_i$. With outward unit normal $\mathbf n$, Gauss's law gives

$$
\oint_{\rm cell\ surface}\mathbf E\cdot\mathbf n\,dS=4\pi q .
$$

For a periodic field, opposite faces cancel and the flux is zero, so a periodic solution requires $q=0$.

The reciprocal lattice vectors $\mathbf G$, of length $G$, satisfy $\mathbf G\cdot\mathbf a_i=2\pi m_i$ with integers $m_i$. The density has the coefficients

$$
\rho_{\mathbf G}=\frac1V\int_{\rm cell}\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r ,\qquad \rho_0=\frac qV ,
$$

and $\phi_{\mathbf G}$ is defined in the same way. For periodic $\phi$ and $w=e^{-i\mathbf G\cdot\mathbf r}$,

$$
\int_{\rm cell}w\nabla^2\phi\,d^3r=-G^2\int_{\rm cell}w\phi\,d^3r=-G^2V\phi_{\mathbf G}.
$$

Leaving out $\mathbf G=0$ gives the potential

$$
\phi(\mathbf r)=\sum_{\mathbf G\neq 0}\frac{4\pi\rho_{\mathbf G}}{G^2}\,e^{i\mathbf G\cdot\mathbf r},
$$

which satisfies

$$
\nabla^2\phi=-4\pi\left(\rho-\frac{q}{V}\right),\qquad \frac1V\int_{\rm cell}\phi\,d^3r=0 .
$$

Omitting $\rho_0$ adds the uniform background $-q/V$ to the source; setting $\phi_0=0$ only fixes the constant in the potential.

Uniqueness up to a constant was shown by integration by parts. For the periodic difference $u$ of two solutions, $\nabla\cdot(u\nabla u)=|\nabla u|^2+u\nabla^2u$, and the left side integrates to zero over the cell.

## What the background does, and a numerical case

The symbols carried over are the periodic density $\rho$ with Fourier coefficients $\rho_{\mathbf G}$, the net charge $q$ in a cell of volume $V$, and the potential $\phi=\sum_{\mathbf G\neq0}(4\pi\rho_{\mathbf G}/G^2)e^{i\mathbf G\cdot\mathbf r}$. This potential has zero average and obeys $\nabla^2\phi=-4\pi(\rho-q/V)$. A periodic solution for $\rho$ alone exists only if $q=0$, and it is then unique up to a constant.

A charged periodic density does have solutions if periodicity is given up. One of them is

$$
\psi(\mathbf r)=\phi(\mathbf r)-\frac{2\pi q}{3V}r^2 .
$$

Since $\nabla^2r^2=6$, the added term contributes $-4\pi q/V$ to the Laplacian. This cancels the $+4\pi q/V$ that comes from the background, and $\nabla^2\psi=-4\pi\rho$ remains. The price is seen in the field,

$$
-\nabla\psi=-\nabla\phi+\frac{4\pi q}{3V}\mathbf r ,
$$

which grows by $4\pi q\,\mathbf a_i/(3V)$ on each step by a lattice vector $\mathbf a_i$. Let $\mathbf S_i$ be the area of the far face of pair $i$ times its outward normal. Then $\mathbf a_i\cdot\mathbf S_i=V$, because height times base area is the volume. The pair contributes the flux $4\pi q/3$, and the three pairs together give $4\pi q$, as Gauss's law demands. This solution also depends on where the origin of $\mathbf r$ is placed, although the charge density singles out no cell. This is why the condition of neutrality is tied to a periodic field: without that requirement, a charged density does have solutions.

The uniform background is one choice among many. Any periodic density $\nu$ with charge $-q$ per cell makes $\rho+\nu$ neutral and the problem solvable. What distinguishes the uniform one is that it is the smallest correction in the mean-square sense. The Cauchy–Schwarz inequality, applied to $\nu$ and the constant function 1, gives

$$
q^2=\left(\int_{\rm cell}\nu\cdot1\,d^3r\right)^2\le V\int_{\rm cell}\nu^2\,d^3r ,
$$

so that $\int\nu^2\,d^3r\ge q^2/V$. Equality holds when $\nu$ is proportional to 1, that is, for $\nu=-q/V$. In Fourier terms, the uniform background changes $\rho_0$ and leaves every other coefficient alone. A non-uniform $\nu$ also has coefficients $\nu_{\mathbf G}$ with $\mathbf G\neq0$. These add $4\pi\nu_{\mathbf G}/G^2$ to the potential coefficients and so change the electric field.

The same background appears when no Fourier series is used at all. Replace the Laplacian by second differences on a periodic grid of equally spaced points. The result is a symmetric matrix $A$. For any set of grid values $u$, the product $u^{T}Au$ is minus the sum of squared differences between neighbours, divided by the squared spacing. If $Au=0$, all neighbours are equal and $u$ is constant. The matrix thus annihilates the constants and nothing else. Because $A$ is symmetric, the vectors it can produce are those perpendicular to the constants, which are the densities with zero sum. A least-squares solution for a charged density reproduces all of it except its average.

In the numerical check, a random density with net charge 1.973254 e was placed on 512 points in a volume of 1000 bohr³. The matrix has rank 511, so one combination is missing. The part of the density that the solution fails to match has a smallest value of 0.00197325 e/bohr³ and a largest value of 0.00197325 e/bohr³. It is uniform and equals $q/V$. When the same density was neutralised at a single grid point instead, the equation could be solved with a largest mismatch of $1.6\times10^{-15}$ e/bohr³, which is rounding error. This confirms that neutrality is what matters for solvability, not uniformity.

A second way to see where the background comes from is to make the problem solvable for every $q$ and then remove the aid. Consider the screened equation

$$
(\nabla^2-\kappa^2)\phi_\kappa=-4\pi\rho ,
$$

with an inverse screening length $\kappa>0$. Multiplying by a plane wave and integrating as before gives $(G^2+\kappa^2)\phi_{\kappa,\mathbf G}=4\pi\rho_{\mathbf G}$. The factor on the left is never zero, so the solution exists for any net charge:

$$
\phi_\kappa(\mathbf r)=\frac{4\pi q}{\kappa^2V}+\sum_{\mathbf G\neq0}\frac{4\pi\rho_{\mathbf G}}{G^2+\kappa^2}e^{i\mathbf G\cdot\mathbf r}.
$$

The first term is the average of $\phi_\kappa$. It diverges as $\kappa\to0$, but it is constant in space and produces no field. The second term, called the remainder here, has a finite limit. Its deviation from $\phi$ follows from

$$
\frac1{G^2+\kappa^2}-\frac1{G^2}=-\frac{\kappa^2}{G^2(G^2+\kappa^2)} ,
$$

whose magnitude is at most $\kappa^2/G^4$. The deviation is therefore no larger than $\kappa^2\sum_{\mathbf G\neq0}4\pi|\rho_{\mathbf G}|/G^4$, and it vanishes at least as fast as $\kappa^2$.

This limit also explains how a field can be periodic around a net charge. Move the screening term to the right side:

$$
\nabla^2\phi_\kappa=-4\pi\left(\rho-\frac{\kappa^2}{4\pi}\phi_\kappa\right).
$$

The screening acts as an induced charge density $-\kappa^2\phi_\kappa/(4\pi)$. Its average is $-(\kappa^2/4\pi)\,4\pi q/(\kappa^2V)=-q/V$, so it neutralises the cell for every $\kappa$. Its varying part is $-\kappa^2/(4\pi)$ times the remainder, which stays finite, so this part tends to zero. As the screening becomes weak, the induced charge spreads out evenly and becomes the uniform background. In a neutral cell the average of $\phi_\kappa$ is zero for every $\kappa>0$, so the limit selects the zero-average potential there too.

If the background $-q/V$ is instead put into the screened equation from the start, its own response is the constant $-4\pi q/(\kappa^2V)$. Inserting this constant confirms it: the Laplacian gives zero and $-\kappa^2$ times the constant gives $4\pi q/V=-4\pi(-q/V)$. It cancels the diverging average and leaves the remainder.

For a numerical case, take a cubic cell of side 10 bohr with one Gaussian charge per cell. The cell is drawn with the charge at its centre, which is the origin, so that a face centre lies at $(5,0,0)$ bohr and a corner at $(5,5,5)$ bohr. Its charge is $q=1$ e and its width is $\sigma=1$ bohr. These are model parameters and stand for no particular material. The Gaussian at the origin is

$$
g(\mathbf r)=\frac{q}{(2\pi\sigma^2)^{3/2}}e^{-r^2/2\sigma^2},
$$

and $\rho$ is the sum of $g$ and its copies in all other cells. The integral for $\rho_{\mathbf G}$ over one cell, with all copies included, equals the integral of one Gaussian over all space, because the plane wave has the same value at equivalent points. That integral is a product of three factors of the form

$$
I(k)=\int_{-\infty}^{\infty}p(x)e^{-ikx}\,dx,\qquad p(x)=\frac{e^{-x^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.
$$

Differentiate with respect to $k$, use $x\,p=-\sigma^2p'$, and integrate by parts:

$$
\frac{dI}{dk}=-i\int xp\,e^{-ikx}dx=i\sigma^2\int p'e^{-ikx}dx=i\sigma^2(ik)I=-\sigma^2kI .
$$

With $I(0)=1$ the solution is $I=e^{-\sigma^2k^2/2}$. Multiplying the three factors gives

$$
\rho_{\mathbf G}=\frac qV e^{-G^2\sigma^2/2}.
$$

The volume is $10^3=1000$ bohr³, so the background density is $-1/1000=-0.001$ e/bohr³. Summing the series without $\mathbf G=0$ gives the potential at three places:

- at the centre of the charge, $0.520438$ hartree/e, or $14.1618$ V;
- at the centre of a cell face, $-0.003310$ hartree/e, or $-0.0901$ V;
- at the cell corner, the point farthest from the charges, $-0.073910$ hartree/e, or $-2.0112$ V.

The potential of a positive charge is negative at the corner. This reflects the zero average: a potential that is positive near the charge has to be negative elsewhere. The sign alone has no meaning relative to empty space, since the zero of the scale is the cell average. The difference between centre and corner, $0.520438+0.073910=0.594348$ hartree/e, does not depend on the constant. It does depend on the background, which is part of the source.

The background can be read off from the curvature of the potential. At the charge centre, the density summed directly from the Gaussians is 0.063494 e/bohr³. The value of $-\nabla^2\phi/(4\pi)$, obtained by finite differences, is 0.062494 e/bohr³, lower by 0.001. At the face centre and at the corner the Gaussian density is zero to six decimals, yet the curvature gives $-0.001000$ e/bohr³. A region that holds none of the given charge still has $\nabla^2\phi=4\pi q/V$.

At the corner this has a visible consequence. The arrangement is unchanged by reflections through the corner along each axis and by exchange of the axes. The first derivatives and the mixed second derivatives therefore vanish there, and the three remaining second derivatives are equal. Each is one third of the Laplacian, so at a small distance $d$ from the corner

$$
\phi\approx\phi_{\rm corner}+\frac{2\pi q}{3V}d^2 .
$$

For $q>0$ the corner is a true minimum of the potential. In a region free of charge the three second derivatives would add up to zero and could not all be positive. The minimum exists because the background is there.

The fluxes through the faces of a displaced cell agree with the earlier argument. The periodic field gives zero to six decimals. The field of the non-periodic solution $\psi$ gives 12.566371 hartree bohr/e, equal to $4\pi q$.

The screened problem offers an independent route to the same potential, because it can be summed in real space. For $r>0$ the function $f=e^{-\kappa r}/r$ obeys $\nabla^2f=(1/r)(rf)''=\kappa^2f$, and near $r=0$ it behaves as $1/r$. It is the screened potential of a unit point charge. Superposing it over all the Gaussians gives a sum that converges thanks to the exponential. The sum is periodic, and it is the only periodic solution: for a difference $u$ of two solutions, the earlier integration by parts gives $\int(|\nabla u|^2+\kappa^2u^2)\,d^3r=0$. At the cell corner, in hartree/e and with $\kappa$ in 1/bohr, the results are as follows.

| $\kappa$ | total | average | remainder |
|---|---|---|---|
| 0.20 | 0.249970 | 0.314159 | −0.064190 |
| 0.10 | 1.185375 | 1.256637 | −0.071262 |
| 0.05 | 4.953315 | 5.026548 | −0.073233 |

The average grows fourfold at each halving of $\kappa$, while the remainder settles. Relative to $\phi=-0.073910$, the last two remainders are off by 0.002648 and 0.000677 hartree/e. Their ratio is 3.911, close to the factor 4 expected for an error proportional to $\kappa^2$. Eliminating that leading error gives

$$
\frac{4(-0.073233)-(-0.071262)}{3}=-0.07389\ \text{hartree/e},
$$

which differs from the series value by about $2\times10^{-5}$ hartree/e. The total is summed in real space, without a Fourier series. The average subtracted from it is the formula $4\pi q/(\kappa^2V)$, so the remainder has zero average by construction. The program checks this formula separately: at $\kappa=0.5$ per bohr, a quadrature of the real-space sum over the cell and the formula both give 0.05026548 hartree/e. It also requires the extrapolated remainder to agree with the series within $10^{-4}$ hartree/e at the charge centre and at the face centre. The agreement at these three points supports both the shape of the series potential and its constant.

Neither the cubic shape nor the single charge matters. In a skew cell of 720 bohr³ with two Gaussians and a net charge of 1.5 e, the density found in excess of the Gaussians is $-0.00208$ e/bohr³, equal to $-1.5/720$. With the second charge changed so that the cell is neutral, the excess is zero to five decimals.

The choice of constant deserves care in energies. Let $\rho_{\rm t}=\rho-q/V$ be the total density, and shift the potential by a constant $C$. The energy per cell of the neutralised system changes by

$$
\frac12\int_{\rm cell}\rho_{\rm t}\,C\,d^3r=\frac C2\,(q-q)=0 .
$$

If the background is left out of the integral, the expression $\frac12\int\rho\,\phi\,d^3r$ changes by $qC/2$ instead. For the zero-average potential the two expressions agree, because the omitted part is $-(q/2V)\int\phi\,d^3r=0$. The background energy is then included without being written down, but this rests on the choice $\phi_0=0$. The energy of adding a further charge $\delta q$ in a fixed potential shifts by $C\,\delta q$, so such energies cannot be compared between different cells, or with vacuum, until a common reference for the potential has been found.

The result belongs to cells that repeat in all three directions. For a layer that repeats in two directions and is open in the third, the flux $4\pi q$ per cell can leave through the open top and bottom. A net charge is then allowed. Far from the layer, the field component along the open direction differs between the two sides by $4\pi q$ divided by the area of the repeating cell, so the field cannot vanish on both sides at once. When a charged object is nevertheless treated in a fully periodic cell, its density $-q/V$ of compensating charge becomes thinner as the cell grows, but the total compensating charge remains $-q$. The computed potential is that of the repeated object in its background, and the isolated object is a different electrostatic problem.

## Values computed for the example and the checks

```
Periodic grid test, random density
  grid points = 512, rank of Laplacian = 511
  net charge = 1.973254 e
  unmatched density, min = 0.00197325 e/bohr^3
  unmatched density, max = 0.00197325 e/bohr^3
  net charge / volume    = 0.00197325 e/bohr^3
  largest mismatch after neutralising at one point = 1.6e-15 e/bohr^3
Worked example: Gaussian charge in a cubic cell
  q = 1.0 e, sigma = 1.0 bohr, side = 10.0 bohr, V = 1000.0 bohr^3
  background -q/V = -0.001000 e/bohr^3
  charge centre: phi = 0.520438 hartree/e = 14.1618 V
    direct rho = 0.063494, source from curvature = 0.062494 e/bohr^3
  face centre: phi = -0.003310 hartree/e = -0.0901 V
    direct rho = 0.000000, source from curvature = -0.001000 e/bohr^3
  cell corner: phi = -0.073910 hartree/e = -2.0112 V
    direct rho = 0.000000, source from curvature = -0.001000 e/bohr^3
  flux, periodic solution     = 0.000000 hartree bohr/e (magnitude)
  flux, non-periodic solution = 12.566371 hartree bohr/e
  4 pi q                      = 12.566371 hartree bohr/e
Screened mean at kappa = 0.5 /bohr (hartree/e)
  quadrature = 0.05026548, 4 pi q/(kappa^2 V) = 0.05026548
Cell corner, screening reduced (kappa in 1/bohr, potentials in hartree/e)
  kappa = 0.20: total = 0.249970, mean = 0.314159, remainder = -0.064190
  kappa = 0.10: total = 1.185375, mean = 1.256637, remainder = -0.071262
  kappa = 0.05: total = 4.953315, mean = 5.026548, remainder = -0.073233
  error ratio for kappa 0.10 to 0.05 = 3.911
  remainder extrapolated to kappa = 0: -0.07389
Skew cell, V = 720.0 bohr^3, two Gaussian charges
  net charge = 1.5 e: added density = -0.00208, -q/V = -0.00208 e/bohr^3
  net charge = 0.0 e: added density = 0.00000, -q/V = 0.00000 e/bohr^3
```
